# Fano Profiles with Several Continua and the Argon 3s Windows

An atom in its ground state \(|i\rangle\) absorbs one photon. Near the photon energy of interest there is one discrete excited state \(\varphi\), which can decay into \(N\) open continua. The problem is to find the total absorption profile, to separate the part that interferes with \(\varphi\) from the part that does not, and to see what makes the argon \(3s\to np\) resonances appear as dips.

**Setting and conventions.** Atomic units are used in the formulas. The excitation energy \(E\) is counted from the ground state, so it equals the photon energy \(\omega\). The space of excited states is split into \(\varphi\) and a remainder \(P\). The Hamiltonian \(H_P\) within \(P\) has been diagonalized, with continuum states normalized as
\[
\langle\psi_{jE}|\psi_{kE'}\rangle=\delta_{jk}\,\delta(E-E').
\]
The energy of \(\varphi\) before coupling is \(E_\varphi=\langle\varphi|H|\varphi\rangle\). With the dipole operator \(T\), define
\[
V_j=\langle\psi_{jE}|H|\varphi\rangle,\qquad D_j=\langle\psi_{jE}|T|i\rangle,\qquad d=\langle\varphi|T|i\rangle .
\]
Time-reversal invariance allows real standing waves, so all three are taken real. In a basis of outgoing or incoming waves \(V_j\) and \(D_j\) are complex, but \(\sum_jV_j^*D_j\) is unchanged by the unitary change of basis. The light is weak, the resonance is isolated, and \(V_j\), \(D_j\) vary little across its width.

## (a) How many continua does the discrete state see?

**Question.** Show that at a given energy the continua can be recombined so that \(\varphi\) couples to a single one.

**Solution.** Let \(V=\left(\sum_jV_j^2\right)^{1/2}\) and define
\[
\psi_{aE}=\frac1V\sum_jV_j\,\psi_{jE}.
\]
Its coupling is \(\langle\psi_{aE}|H|\varphi\rangle=\sum_jV_j^2/V=V\). Any combination \(\sum_jc_j\psi_{jE}\) orthogonal to \(\psi_{aE}\) satisfies \(\sum_jc_jV_j=0\), and this sum is also its coupling to \(\varphi\). There are \(N-1\) independent combinations of this kind, and none of them couples to \(\varphi\).

The dipole amplitude to the coupled combination is \(D_a=\sum_jV_jD_j/V\), the projection of the vector \((D_j)\) on the direction of \((V_j)\). The uncoupled combinations are generally mixtures of the physical decay channels.

## (b) The absorption amplitude

**Question.** Eliminate the continua and find the dipole response.

**Solution.** The cross section is
\[
\sigma=-4\pi\alpha\omega\,\mathrm{Im}\,\Pi,\qquad
\Pi=\langle i|T\,(E-H+i0)^{-1}\,T|i\rangle ,
\]
where \(\alpha\) is the fine-structure constant. The imaginary part of the resolvent is \(-\pi\delta(E-H)\), which restores the usual sum over final states.

Write \((E-H+i0)^{-1}T|i\rangle=a|\varphi\rangle+|\chi\rangle\), with \(\chi\) in \(P\). Projection on \(\varphi\) and on \(P\) gives
\[
(E-E_\varphi)a-\langle\varphi|H|\chi\rangle=d,
\]
\[
(E-H_P+i0)|\chi\rangle-a\,PH|\varphi\rangle=PT|i\rangle .
\]
The second equation yields \(|\chi\rangle=(E-H_P+i0)^{-1}\left(PT|i\rangle+a\,PH|\varphi\rangle\right)\). Let \(F_{xy}\) be the matrix element of \((E-H_P+i0)^{-1}\) between the vectors \(PH|\varphi\rangle\) (label \(V\)) and \(PT|i\rangle\) (label \(D\)). Inserting \(\chi\) into the first equation,
\[
a=\frac{d+F_{VD}}{E-E_\varphi-F_{VV}} .
\]
The response is \(\Pi=a\,d+\langle i|T|\chi\rangle=a\,d+F_{DD}+aF_{DV}\). Because all quantities are real apart from \(i0\), \(F_{DV}=F_{VD}\), and so
\[
\Pi=F_{DD}+\frac{(d+F_{VD})^2}{E-E_\varphi-F_{VV}} .
\]
From \(1/(x+i0)=\mathcal P(1/x)-i\pi\delta(x)\) we have \(F_{xy}=R_{xy}-i\pi J_{xy}\), with
\[
J_{VV}=\sum_jV_j^2,\quad J_{VD}=\sum_jV_jD_j,\quad J_{DD}=\sum_jD_j^2 .
\]
The real parts \(R_{xy}\) are principal-value integrals, plus sums over any bound states in \(P\). They describe virtual excitation.

## (c) The profile

**Question.** Bring the cross section into a form with a reduced energy and as few parameters as possible.

**Solution.** The denominator is \(E-E_\varphi-R_{VV}+i\pi J_{VV}\). This suggests
\[
E_r=E_\varphi+R_{VV},\qquad \Gamma=2\pi J_{VV},\qquad \varepsilon=\frac{2(E-E_r)}{\Gamma},
\]
so the denominator equals \(\pi J_{VV}(\varepsilon+i)\). For the numerator define
\[
q=\frac{d+R_{VD}}{\pi J_{VD}},\qquad\text{so that}\qquad d+F_{VD}=\pi J_{VD}(q-i).
\]
The resonant term is therefore \(\pi\,(J_{VD}^2/J_{VV})\,(q-i)^2/(\varepsilon+i)\). Its imaginary part follows from
\[
\frac{(q-i)^2}{\varepsilon+i}=\frac{(q^2-1-2iq)(\varepsilon-i)}{1+\varepsilon^2},
\qquad
\mathrm{Im}=-\frac{q^2-1+2q\varepsilon}{1+\varepsilon^2}.
\]
With \(\sigma_0=4\pi^2\alpha\omega J_{DD}\), the cross section in the absence of \(\varphi\),
\[
\sigma=\sigma_0\left[1+\rho^2\,\frac{q^2-1+2q\varepsilon}{1+\varepsilon^2}\right],
\qquad
\rho^2=\frac{\left(\sum_jV_jD_j\right)^2}{\sum_jV_j^2\,\sum_jD_j^2}.
\]
Since \(q^2-1+2q\varepsilon=(q+\varepsilon)^2-(1+\varepsilon^2)\), this is
\[
\sigma=\sigma_a\frac{(q+\varepsilon)^2}{1+\varepsilon^2}+\sigma_b,\qquad
\sigma_a=\rho^2\sigma_0,\quad \sigma_b=(1-\rho^2)\sigma_0 .
\]

## (d) Meaning of \(\rho^2\), and the condition for a window

**Question.** Interpret \(\rho^2\) and \(\sigma_b\), find the extrema, and state when the dip exceeds the peak.

**Solution.** By the Cauchy–Schwarz inequality \(0\le\rho^2\le1\). In the real basis \(\rho^2\) is the squared cosine of the angle between \((V_j)\) and \((D_j)\). For \(N=1\) it is 1 and the single-continuum Fano profile returns. The background \(\sigma_b\) is absorption into the combinations that \(\varphi\) does not reach.

The amplitude into the coupled combination shows the interference directly. It is \(D_a+Va\), and with the results of (c)
\[
D_a+Va=D_a\left[1+\frac{q-i}{\varepsilon+i}\right]=D_a\,\frac{\varepsilon+q}{\varepsilon+i}.
\]
Its square gives the \(\sigma_a\) term. If \(q=0\), the direct and virtual amplitudes for reaching \(\varphi\) cancel, \(d+R_{VD}=0\), and only the path through continuum states of the same energy \(E\) remains. At \(\varepsilon=0\) the excursion into \(\varphi\) and back contributes \(-D_a\), which cancels the direct amplitude.

For the extrema,
\[
\frac{d}{d\varepsilon}\frac{(q+\varepsilon)^2}{1+\varepsilon^2}
=\frac{2(q+\varepsilon)(1-q\varepsilon)}{(1+\varepsilon^2)^2}.
\]
At \(\varepsilon=-q\) the fraction is 0; at \(\varepsilon=1/q\) it is \(1+q^2\). Hence
\[
\sigma_{\min}=(1-\rho^2)\sigma_0,\qquad \sigma_{\max}=(1+\rho^2q^2)\sigma_0 .
\]
The dip has depth \(\rho^2\sigma_0\) and the peak height \(\rho^2q^2\sigma_0\) above \(\sigma_0\). The dip is larger when \(|q|<1\), that is, when
\[
|d+R_{VD}|<\pi\Big|\sum_jV_jD_j\Big| .
\]
The net area agrees: the term odd in \(\varepsilon\) drops out of a symmetric integral, leaving \(\int(\sigma/\sigma_0-1)\,d\varepsilon=\pi\rho^2(q^2-1)\), which is negative for a window. A deep window also needs \(\rho^2\) near 1.

If \(J_{VD}\to0\) while \(d+R_{VD}\), \(J_{VV}\) and \(J_{DD}\) stay nonzero, \(q\) diverges and \(\rho^2\) vanishes, but
\[
\rho^2q^2=\frac{(d+R_{VD})^2}{\pi^2J_{VV}J_{DD}}
\]
stays finite, while \(\rho^2q\to0\). The profile becomes a Lorentzian peak on a flat background.

The result concerns the sum over open channels. A partial cross section mixes coupled and uncoupled amplitudes and need not share this \(\rho^2\). The formula also fails when resonances overlap or when the background changes appreciably within \(\Gamma\).

**A numerical window.** A model with three discretized flat continua, \(q=-0.204\) and \(\rho^2=0.871\) should have \(\sigma_{\min}/\sigma_0=1-0.871=0.129\) and \(\sigma_{\max}/\sigma_0=1+0.871(0.204)^2=1.036\). Explicit diagonalization gives discrete lines, so it is compared with the formula after equal smoothing, which makes the dip shallower. The smoothed minima are 0.517 and 0.514. Over the tested range the curves differ by less than 0.01 of \(\sigma_0\).

## (e) Argon with a simple 3s hole

**Question.** Apply the theory to \(3s3p^6\,4p\;{}^1P\), with 3s treated as a simple hole. Is the resonance a window?

**Solution.** Without spin-orbit coupling there are two open continua, \(3p^5\varepsilon s\) and \(3p^5\varepsilon d\), both \({}^1P\). The orbitals are from Hartree–Fock theory. Excitations from 3s and 3p are coupled in the random-phase approximation with exchange, with the dipole operator in length form:
\[
(A-\omega)X+BY=-D,\qquad BX+(A+\omega)Y=-D .
\]
Here \(D\) is the vector of dipole elements, \(A\) couples single excitations, and \(B\) creates pairs of excitations from the ground state, so it brings in ground-state correlation. The second equation gives \(Y=-(A+\omega)^{-1}(D+BX)\). Inserted into the first,
\[
(A_{\rm eff}-\omega)X=-D_{\rm eff},
\]
\[
A_{\rm eff}=A-B(A+\omega)^{-1}B,\qquad D_{\rm eff}=D-B(A+\omega)^{-1}D .
\]
Since \(A\) and \(B\) are symmetric, the response \(D^TX+D^TY\) equals \(D_{\rm eff}^T(\omega-A_{\rm eff})^{-1}D_{\rm eff}\) minus \(D^T(A+\omega)^{-1}D\). The last term does not absorb. Parts (a) to (d) thus apply with \(A_{\rm eff}\) and \(D_{\rm eff}\), whose slow variation with \(\omega\) is neglected across the resonance. The space \(P\) holds the 3p excitations and the other \(3s\to np\) excitations.

For 4p the channel sums are
\[
J_{VV}=(0.0096+0.6299)\times10^{-4}=6.39\times10^{-5}\ \text{hartree},
\]
\[
J_{DD}=0.128+1.469=1.597,\qquad J_{VD}=0.00030-0.00962=-0.00932,
\]
with the \(s\) channel first and the last two in atomic units. For \(J_{VD}\) the real parts of \(V_j^*D_j\) are shown; the imaginary parts of the two channels cancel within the numerical accuracy. These sums give
\[
\Gamma=2\pi J_{VV}=4.02\times10^{-4}\ \text{hartree}=0.011\ \text{eV},
\]
\[
\rho^2=\frac{(0.00932)^2}{(6.39\times10^{-5})(1.597)}=0.85 .
\]
The numerator of \(q\) has three parts: the Hartree–Fock dipole, its ground-state correction, and virtual excitation. In atomic units,
\[
q=\frac{0.0270+0.0254-0.1182}{-0.0293}=\frac{-0.0658}{-0.0293}=2.2 .
\]
This is a peak. With \(\sigma_0=15.3\) Mb, the formula gives a maximum of \(15.3\,[1+0.85(2.24)^2]\approx81\) Mb and a minimum \(\sigma_b=2.3\) Mb. Absorption computed without separating off \(\varphi\) agrees with the profile within 1.4% of \(\sigma_0\) for \(|\varepsilon|\le3\), so the peak belongs to this level of theory and does not come from the profile formula. Without \(B\), \(q=1.3\), again no window. The numbers refer to excitations from 3s and 3p only. Adding the 1s, 2s and 2p excitations at the same level changes \(\Gamma\) to 0.007 eV, \(q\) to 2.6, \(\rho^2\) to 0.87 and \(\sigma_0\) to about 14.4 Mb; the resonance remains a peak.

The background is 15% of \(\sigma_0\), whereas the \(s\) channel carries \(0.128/1.597=8\%\) of it. The noninteracting background is therefore not the \(s\) channel.

## (f) What turns the peak into a window?

**Question.** Strong 3p absorption and a weak direct 3s dipole were both present in (e), yet no window appeared. Examine the coupling \(V_j\) and find what is needed.

**Solution.** Before the correction from \(B\), and with angular factors understood, the coupling between \(3s\to np\) and \(3p\to\varepsilon l\) is
\[
V=2\,(3s\,np\,|\,3p\,\varepsilon l)-(3s\,3p\,|\,np\,\varepsilon l),
\]
where \((ab|cd)\) is the Coulomb interaction of the orbital products \(ab\) and \(cd\). In the first term the excitation passes from one shell to the other. In the second, the outer electron is scattered from \(np\) to \(\varepsilon l\) by the transition potential of the ion, as the hole moves from 3s to 3p.

The second term can be multiplied by a factor \(\lambda\) wherever 3s and 3p excitations couple. For 4p this gives:

| \(\lambda\) | \(\Gamma\) (eV) | \(\pi J_{VD}\) (a.u.) | \(q\) |
|---|---|---|---|
| 1 | 0.011 | −0.029 | 2.24 |
| 0.5 | 0.103 | −0.089 | 0.75 |
| 0 | 0.310 | −0.153 | 0.53 |

The two terms oppose each other. Since \(\Gamma\) is quadratic in the coupling, \(\sqrt{0.011/0.310}=0.19\): the full coupling is about one fifth of what remains when the transition potential is removed. This ratio includes the correction from \(B\); without \(B\) it is 0.32, so ground-state correlation deepens the cancellation. The simple-hole calculation has a small denominator in \(q\) because of it. By the criterion of (d), \(\lambda=0.5\) and \(\lambda=0\) already give windows, though asymmetric ones.

A simple hole is a poor description of the ion here. The configuration \(3s3p^6\;{}^2S\) can mix with \(3s^23p^4nd\;{}^2S\), which has the same symmetry. Mixing with higher configurations lowers the energy of the hole state. The Hartree–Fock 3s threshold is 34.8 eV, against a measured value of roughly 29 eV. The admixture also adds an \(nd\to3p\) contribution to the ion's transition potential. With the 3s hole lowered by 5 eV, the 4p results become:

| \(\lambda\) | \(d+R_{VD}\) (a.u.) | \(\pi J_{VD}\) (a.u.) | \(q\) | \(\rho^2\) |
|---|---|---|---|---|
| 1 | −0.093 | −0.074 | 1.26 | 0.93 |
| 0.5 | −0.038 | −0.149 | 0.25 | 0.88 |
| 0 | 0.024 | −0.243 | −0.10 | 0.86 |

Lowering the hole alone leaves \(|q|>1\). Weakening the transition potential alone brought \(|q|\) below 1, and the two changes together give a nearly symmetric window. For \(\lambda=0.5\), the minimum is \((1-0.88)\sigma_0=0.12\,\sigma_0\), and the maximum is only \([1+0.88(0.25)^2]\sigma_0\approx1.06\,\sigma_0\). The absorption computed without separating off \(\varphi\) has the same minimum but peaks near \(1.03\,\sigma_0\), because the background falls with energy across this wider line. Compared with (e), the denominator of \(q\) has grown fivefold and the net dipole has fallen by about 40%.

In this description the argon windows arise as follows. The 3p electrons absorb strongly, mainly into \(\varepsilon d\). The discrete state is coupled to nearly the same combination of continua that the light excites, so \(\rho^2\) is near 1. Its own net dipole amplitude \(|d+R_{VD}|\) is small compared with \(\pi|\sum_jV_jD_j|\), so \(|q|\) is well below 1. The state then acts mainly by returning amplitude to the 3p continuum with opposite sign, as in (d).

The values of \(\lambda\) were chosen, not calculated, and no single value reproduces the observed line. The measured 4p window has \(q\) of roughly \(-0.2\) to \(-0.3\) and \(\Gamma\approx0.08\) eV. With the hole lowered by 5 eV, the model reaches that width near \(\lambda=0.65\), where \(q\approx+0.4\), and it gives negative \(q\) only near \(\lambda=0\), where \(\Gamma\approx0.29\) eV. It shows how a window can form, not the actual parameters of argon. That mixing in the ion weakens the transition potential by the required amount is a conjecture consistent with these numbers. Settling it requires a calculation with the mixed ion states, including the further decay paths that the admixture opens.

## (g) The Rydberg series

**Question.** How should \(\Gamma\), \(q\) and \(\rho^2\) change along the series, and does the simple-hole calculation follow this?

**Solution.** Let \(n^*\) be the effective quantum number, with binding energy \(1/(2n^{*2})\) below the 3s threshold. The level spacing is \(dE/dn^*=n^{*-3}\). Close to the ion, a Rydberg orbital resembles an energy-normalized threshold wave multiplied by the square root of this spacing, \(n^{*-3/2}\). The coupling and dipole integrals arise mainly there, so \(V_j\), \(d\) and \(R_{VD}\) scale as \(n^{*-3/2}\). Then \(\Gamma\propto n^{*-3}\), while the factors cancel in \(q\) and \(\rho^2\). A window at one \(n\) thus tends to recur along the series, provided the couplings depend weakly on energy.

With \(n^*\) taken from the energy of the uncoupled state, the inner amplitude times \(n^{*3/2}\) is 0.464, 0.459 and 0.457 for 4p, 5p and 6p, as expected. The other laws hold less well at the level of (e): \(\Gamma n^{*3}\) falls from 0.136 to 0.081 and 0.064 eV, and \(q\) rises from 2.2 to 2.9 and 3.2. A likely reason is the cancellation found in (f). If \(V\) is one fifth of one of its two opposing parts, a 1% change in that part alone changes \(V\) by 5%. In support of this, with the transition potential removed (\(\lambda=0\)) \(\Gamma n^{*3}\) falls by only about 16% from 4p to 6p instead of 53%, and \(q\) changes by about 0.01. The changes in \(q\) do shrink towards the series limit, where the photon energies converge.

The numerical output below lists the remaining values for all three resonances.

## Numbers as computed

```
Model A, 3 continua: q = -0.2842, rho2 = 0.1257, largest error/sigma0 = 0.0014
Model A, smoothed sigma/sigma0: min 0.9263 (formula 0.9259), max 1.0028 (formula 1.0014)
Model B, 3 continua: q = -0.2038, rho2 = 0.8712, largest error/sigma0 = 0.0092
Model B, smoothed sigma/sigma0: min 0.5172 (formula 0.5142), max 1.0209 (formula 1.0117)
Ar Hartree-Fock energy, radial grid = -526.8175 hartree
Ar Hartree-Fock energy, Gaussians   = -526.8158 hartree
Static response TDA 3s-3s: grid 0.0548, Gaussians 0.0548 a.u.
Static response TDA 3s-3p: grid 0.0463, Gaussians 0.0463 a.u.
Static response TDA 3p-3p: grid 12.6811, Gaussians 12.6702 a.u.
Static response RPA 3s-3s: grid 0.0540, Gaussians 0.0540 a.u.
Static response RPA 3s-3p: grid 0.0568, Gaussians 0.0568 a.u.
Static response RPA 3p-3p: grid 10.5870, Gaussians 10.5821 a.u.
3p threshold = 16.082 eV
3s threshold = 34.759 eV
4p: resonance energy = 32.2587 eV, n* = 2.319, inner amplitude*n*^1.5 = 0.4640
4p: width = 0.01094 eV, width*n*^3 = 0.1364 eV
4p: q = 2.2447, rho2 = 0.8509; TDA q = 1.2749, rho2 = 0.9345
4p: Hartree-Fock dipole = 0.02704, ground-state part = 0.02535 a.u.
4p: virtual part = -0.11815, pi*sum V_j D_j = -0.02929 a.u.
4p: sigma0 = 15.272 Mb, profile error/sigma0 = 0.0134
5p: resonance energy = 33.5513 eV, n* = 3.345, inner amplitude*n*^1.5 = 0.4588
5p: width = 0.00217 eV, width*n*^3 = 0.0812 eV
5p: q = 2.8735, rho2 = 0.8231; TDA q = 1.5187, rho2 = 0.9319
5p: Hartree-Fock dipole = -0.01812, ground-state part = -0.01352 a.u.
5p: virtual part = 0.06395, pi*sum V_j D_j = 0.01125 a.u.
5p: sigma0 = 12.200 Mb, profile error/sigma0 = 0.0064
6p: resonance energy = 34.0447 eV, n* = 4.354, inner amplitude*n*^1.5 = 0.4574
6p: width = 0.00078 eV, width*n*^3 = 0.0644 eV
6p: q = 3.2012, rho2 = 0.8092; TDA q = 1.6317, rho2 = 0.9304
6p: Hartree-Fock dipole = 0.01276, ground-state part = 0.00885 a.u.
6p: virtual part = -0.04190, pi*sum V_j D_j = -0.00634 a.u.
6p: sigma0 = 11.125 Mb, profile error/sigma0 = 0.0042
4p: sigma_a = 12.995 Mb, sigma_b = 2.277 Mb
4p, channel s: |V|^2 = 9.5846e-07 hartree, |D|^2 = 0.1280 a.u.
4p, channel s: V*D = 0.00030 +0.00019i a.u.
4p, channel d: |V|^2 = 6.2985e-05 hartree, |D|^2 = 1.4688 a.u.
4p, channel d: V*D = -0.00962 -0.00018i a.u.
4p, eps = -3: full 3.028 Mb, profile 3.019 Mb
4p, eps = -1: full 12.285 Mb, profile 12.344 Mb
4p, eps = +0: full 67.755 Mb, profile 67.755 Mb
4p, eps = +1: full 70.563 Mb, profile 70.683 Mb
4p, eps = +3: full 37.817 Mb, profile 38.022 Mb
4p, hole lowered 0 eV, transition potential x 1.0: E = 32.259 eV, width = 0.0109 eV
   q = 2.2447, rho2 = 0.8509, net dipole = -0.06576, pi*sum V_j D_j = -0.02929 a.u.
4p, hole lowered 0 eV, transition potential x 0.5: E = 32.234 eV, width = 0.1033 eV
   q = 0.7545, rho2 = 0.8378, net dipole = -0.06690, pi*sum V_j D_j = -0.08867 a.u.
4p, hole lowered 0 eV, transition potential x 0.0: E = 32.218 eV, width = 0.3095 eV
   q = 0.5258, rho2 = 0.8321, net dipole = -0.08026, pi*sum V_j D_j = -0.15265 a.u.
4p, hole lowered 5 eV, transition potential x 1.0: E = 27.275 eV, width = 0.0277 eV
   q = 1.2625, rho2 = 0.9316, net dipole = -0.09312, pi*sum V_j D_j = -0.07376 a.u.
4p, hole lowered 5 eV, transition potential x 0.5: E = 27.218 eV, width = 0.1137 eV
   q = 0.2521, rho2 = 0.8773, net dipole = -0.03751, pi*sum V_j D_j = -0.14880 a.u.
4p, hole lowered 5 eV, transition potential x 0.0: E = 27.137 eV, width = 0.2852 eV
   q = -0.0994, rho2 = 0.8567, net dipole = 0.02415, pi*sum V_j D_j = -0.24286 a.u.
```
